# Output admittance of a transistor with one drain-responsive trap, part 1

(Sections cited here and not found follow in the second part.)

## 1. The admittance of a single trap

The slope of a transistor's static output curve can be the wrong conductance for a signal. In the device worked out in the second half, that slope, at constant channel temperature, is 0.55 mS per millimetre of gate width, while a drain signal too fast for the traps to follow meets 1.10 mS/mm. A gain calculated from the static curve would use an output conductance wrong by a factor of two. Between the two regimes part of the current is out of phase with the voltage. Read as ordinary charge storage well below its peak frequency, this part would suggest a capacitance of nearly half a microfarad per millimetre, about a million times the drain capacitance of the same device; at the peak the figure is half as large. The frequency at which it peaks is also easy to misread: taken for the emission rate of the trap, it would be wrong by a factor of 2.4 with the parameters chosen there.

These effects follow from one response function. It gives the size of the out-of-phase part, the place of its peak and the meaning of the lifetime found there.

### The model

The gate is held at a fixed voltage, so the drain voltage $V(t)$ is the one external drive. A single population of electron traps has a filled fraction $f(t)$, which obeys

$$\frac{df}{dt}=F(f,V). \tag{1}$$

The function $F$ is the net filling rate. It need not be linear, and its form is left open for now. The current entering the drain is

$$I_{\rm tot}=I(V,f)+C\frac{dV}{dt}. \tag{2}$$

Here $I(V,f)$ is the conduction current and $C$ is the ordinary drain capacitance.

Four assumptions are contained in these equations. One number $f$ describes the state of the traps, so they share one lifetime. The conduction current follows $V$ and $f$ without delay, which restricts the theory to frequencies far below the inverse transit time. The temperature is constant. Finally, the charge that the traps themselves induce on the drain terminal is neglected. If that charge is $Q_{\rm t}(f)$, it adds a current $(dQ_{\rm t}/df)(df/dt)$; its size is estimated in the second half.

At the bias point the drain voltage is $V_0$ and the filled fraction is $f_0$, with

$$F(f_0,V_0)=0. \tag{3}$$

Subscripts $f$ and $V$ on $F$ and $I$ denote partial derivatives at this point. Thus $I_V$ is the change of current with drain voltage at fixed filling, and $I_f$ is the change with filling at fixed drain voltage.

### Linear response of the trap

Let the filling be displaced by a small amount $\delta f$ and the voltage by $\delta V$. To first order, and with Eq. (3), Eq. (1) becomes

$$\frac{d\,\delta f}{dt}=F_f\,\delta f+F_V\,\delta V. \tag{4}$$

Without a voltage change the solution is $\delta f(t)=\delta f(0)\,e^{F_f t}$. The bias point is stable if $F_f<0$, and the displacement then decays with the lifetime $\tau$ defined by

$$\frac1\tau=-F_f>0. \tag{5}$$

This is the lifetime of a disturbance of the filling. It is not, in general, the mean time that an electron spends in a trap, because capture also helps to restore the steady state.

Now apply a small sinusoidal voltage. With the convention $e^{+j\omega t}$,

$$\delta V={\rm Re}\,(v\,e^{j\omega t}),\qquad \delta f={\rm Re}\,(\varphi\,e^{j\omega t}). \tag{6}$$

A time derivative multiplies the complex amplitude by $j\omega$. Equations (4) and (5) therefore give

$$j\omega\varphi=-\frac{\varphi}{\tau}+F_V v. \tag{7}$$

Collecting the terms in $\varphi$ and multiplying by $\tau$ yields

$$\varphi=\frac{\tau F_V}{1+j\omega\tau}\,v. \tag{8}$$

At low frequency the filling follows the voltage in phase if $F_V>0$, and in antiphase if $F_V<0$. At high frequency its amplitude falls as $1/\omega$ and it lags behind this static response by nearly a quarter period.

### The admittance and its two limits

Let $i$ be the complex amplitude of the total drain current. Linearizing Eq. (2) gives

$$i=I_V v+I_f\varphi+j\omega C v. \tag{9}$$

Inserting Eq. (8) and dividing by $v$ gives the output admittance

$$Y(\omega)=I_V+\frac{I_f\,\tau F_V}{1+j\omega\tau}+j\omega C. \tag{10}$$

The first term is the conductance with frozen traps,

$$g_\infty=I_V. \tag{11}$$

It is the real part of $Y$ for $\omega\tau\gg1$, at frequencies still low enough for Eq. (2) to hold. At $\omega=0$ the admittance is

$$g_0=I_V+I_f\,\tau F_V. \tag{12}$$

This must be the slope of the static output curve, which can be checked directly. Let $f_{\rm s}(V)$ be the steady filling, so that $F(f_{\rm s}(V),V)=0$ at every voltage. Differentiating this identity gives

$$F_f\frac{df_{\rm s}}{dV}+F_V=0
\quad\Longrightarrow\quad
\frac{df_{\rm s}}{dV}=-\frac{F_V}{F_f}=\tau F_V. \tag{13}$$

The static slope is $dI(V,f_{\rm s}(V))/dV=I_V+I_f\,df_{\rm s}/dV$, which agrees with Eq. (12).

Define the conductance dispersion as

$$\Delta g=g_\infty-g_0=-I_f\frac{df_{\rm s}}{dV}. \tag{14}$$

The numerator in Eq. (10) is then $-\Delta g$, and

$$Y(\omega)=g_\infty-\frac{\Delta g}{1+j\omega\tau}+j\omega C. \tag{15}$$

Both conductances can be found without a measurement of phase: $g_0$ from the static curve and $g_\infty$ from a voltage step read before the traps respond. Together they fix the height of the out-of-phase peak, as long as the temperature stays constant; a measured static curve also contains self-heating, treated in the second half.

### The peak

Write $x=\omega\tau$. Multiplying numerator and denominator by $1-jx$,

$$\frac{1}{1+jx}=\frac{1-jx}{1+x^2}. \tag{16}$$

The minus sign in front of $\Delta g$ in Eq. (15) reverses the sign of the imaginary part, so

$${\rm Re}\,Y=g_\infty-\frac{\Delta g}{1+x^2},\qquad
B_{\rm t}=\Delta g\,\frac{x}{1+x^2}. \tag{17}$$

Here $B_{\rm t}={\rm Im}\,Y-\omega C$ is the trap-related imaginary part. For $x>0$ its greatest magnitude follows from a square:

$$(1-x)^2\ge0
\;\Longrightarrow\;1+x^2\ge2x
\;\Longrightarrow\;\frac{x}{1+x^2}\le\frac12. \tag{18}$$

Equality requires $x=1$. Therefore

$$|B_{\rm t}|_{\max}=\frac{|\Delta g|}{2}\quad\text{at}\quad\omega=\frac1\tau. \tag{19}$$

The ordinary frequency of the peak is $1/(2\pi\tau)$. At the same point Eq. (17) gives ${\rm Re}\,Y=g_\infty-\Delta g/2=(g_0+g_\infty)/2$, so the conductance is halfway through its change.

The factor one half has a simple origin. At $x=1$, Eq. (8) says that the filling has fallen to $1/\sqrt2$ of its static amplitude and lags by $45^\circ$. The out-of-phase component of that reduced oscillation is a further factor $1/\sqrt2$ smaller. At lower frequency the amplitude is larger but the lag is too small; at higher frequency the lag is larger but the filling hardly moves.

The peak is broad. Half its height is reached when

$$\frac{x}{1+x^2}=\frac14
\;\Longrightarrow\;x^2-4x+1=0
\;\Longrightarrow\;x=2\pm\sqrt3. \tag{20}$$

These values are 0.268 and 3.73. Their ratio is about 14, so the full width at half height is slightly more than a decade of frequency.

### Sign, step response and apparent capacitance

Electrons held in traps usually lower the current of an n-channel transistor, so take $I_f<0$. If a higher drain voltage fills the traps, $df_{\rm s}/dV>0$ and Eq. (14) gives $\Delta g>0$. The imaginary part is then positive, like that of a capacitor. If a higher drain voltage empties them, $\Delta g<0$ and the peak becomes a trough, like the response of an inductor.

The same quantities govern a small voltage step of height $v$ at $t=0$. Equation (4), with $\delta f(0)=0$, gives $\delta f=(df_{\rm s}/dV)\,v\,(1-e^{-t/\tau})$. With Eq. (14), the change in conduction current is

$$\delta I=g_\infty v-\Delta g\,v\,(1-e^{-t/\tau})
=v\left(g_0+\Delta g\,e^{-t/\tau}\right). \tag{21}$$

For $\Delta g>0$ the current first rises by $g_\infty v$ and then sinks back to a rise of $g_0v$. This is the small-signal form of drain lag. Current collapse after a large voltage swing need not follow one exponential, because the rates in $F$ then change during the transient.

For $\Delta g>0$ the trap acts like a resistor and a capacitor in series, connected in parallel with $g_0$. To see this, put $g_\infty=g_0+\Delta g$ in Eq. (15):

$$Y-j\omega C=g_0+\Delta g\,\frac{j\omega\tau}{1+j\omega\tau}
=g_0+\left[\frac1{\Delta g}+\frac1{j\omega\,\Delta g\,\tau}\right]^{-1}. \tag{22}$$

The resistance is $1/\Delta g$ and the apparent capacitance is $\Delta g\,\tau$. It does not measure charge stored at the drain. A small trapped charge controls a much larger conduction current, and the delay of that control produces the phase shift.

### When ordinary capacitance hides the peak

A measurement gives the total imaginary part. Since $\omega C=xC/\tau$, it can be written for $\Delta g>0$ as

$${\rm Im}\,Y=\Delta g\left[\frac{x}{1+x^2}+rx\right],\qquad
r=\frac{C}{\Delta g\,\tau}. \tag{23}$$

Its slope with respect to $x$ is $\Delta g\,[h+r]$, where, with $y=x^2$,

$$h(y)=\frac{1-y}{(1+y)^2},\qquad
\frac{dh}{dy}=\frac{-(1+y)-2(1-y)}{(1+y)^3}=\frac{y-3}{(1+y)^3}. \tag{24}$$

The least value of $h$ is therefore at $y=3$, where $h=-2/16=-1/8$. The total has a local maximum if the slope can become negative, which requires

$$C<\frac{\Delta g\,\tau}{8}. \tag{25}$$

With a larger capacitance the imaginary part rises steadily, and the trap appears as a shoulder at most. For small $r$ the maximum lies near $x=1$. Setting $x=1+\epsilon$ gives $h\approx-2\epsilon/4=-\epsilon/2$, so the slope vanishes at $\epsilon\approx2r$. The ordinary capacitance thus moves the maximum upward in frequency by the relative amount $2r$. Subtracting $\omega C$ from the data restores the peak of Eq. (19), provided that $C$ is known well enough.

## 2. Lifetime, dispersion and limits in a device

The first half considered a filled trap fraction $f$ with net filling rate $F(f,V)$, and a conduction current $I(V,f)$ at fixed gate voltage. The lifetime is $\tau=-1/F_f$. The static and frozen-trap conductances are $g_0$ and $g_\infty$, and the dispersion is $\Delta g=g_\infty-g_0=-I_f\,df_{\rm s}/dV$, where $f_{\rm s}(V)$ is the steady filling. The trap-related imaginary part is $\Delta g\,\omega\tau/(1+\omega^2\tau^2)$, with peak $\Delta g/2$ at $\omega=1/\tau$. A physical model of capture, emission and current now gives these quantities values.

### What the lifetime contains

A trap must be empty to capture and full to emit, so

$$F=c\,(1-f)-e f. \tag{26}$$

The emission rate $e$ is taken to depend on temperature alone. The capture rate $c$ is proportional to the density $n$ of free electrons near the traps:

$$c=\sigma v_{\rm th}n,\quad
n=n_{\rm r}\,e^{(V-V_0)/V_{\rm s}-\gamma f},\quad
e=\sigma v_{\rm th}N_{\rm c}\,e^{-E_{\rm t}/k_{\rm B}T}. \tag{27}$$

Here $\sigma$ is the capture cross-section, $v_{\rm th}$ the mean thermal speed, $N_{\rm c}$ the effective density of band states and $E_{\rm t}$ the trap depth. The trap degeneracy factor is set to one. The exponential law for $n$ is a compact model: drain voltage pushes electrons towards the traps on the scale $V_{\rm s}$, and filled traps repel further electrons with strength $\gamma$.

Since $\partial c/\partial f=-\gamma c$, differentiating Eq. (26) gives $F_f=-\gamma c(1-f)-c-e$. Hence

$$\frac1\tau=c+e+\gamma c(1-f). \tag{28}$$

Emission is one of three terms. In steady state $c(1-f)=ef$, so $f=c/(c+e)$ and $c(1-f)=(c+e)f(1-f)$. With $F_V=c(1-f)/V_{\rm s}$, Eq. (13) becomes

$$\frac{df_{\rm s}}{dV}=\tau F_V
=\frac{1}{V_{\rm s}}\,\frac{f(1-f)}{1+\gamma f(1-f)}. \tag{29}$$

For $\gamma\ge0$ the response is greatest at half filling. Nearly full and nearly empty traps therefore give little dispersion per trap, although at fixed $\gamma$ a larger trap density can make up for this. If $\gamma$ grows with the trap density, the gain levels off, as shown near the end.

### From filling to current

Let the traps lie beneath the channel, with sheet density $N_{\rm t}$, and let the gate carry all their image charge. A barrier of thickness $d$ and permittivity $\varepsilon$ has capacitance $C_{\rm g}=\varepsilon/d$ per area. Holding the channel unchanged then requires an extra gate voltage $Sf$, with $S=qN_{\rm t}/C_{\rm g}$. The effective gate overdrive is

$$U=U_{\rm g}+\eta V-Sf, \tag{30}$$

where $U_{\rm g}$ is set by the gate and $\eta$ describes the direct lowering of the threshold by the drain. If the current depends on drain voltage and filling through $U$, then with $g_{\rm m}=\partial I/\partial U$ the chain rule gives $I_V=\eta g_{\rm m}$ and $I_f=-Sg_{\rm m}$. Therefore

$$g_\infty=\eta g_{\rm m},\qquad
\Delta g=g_{\rm m}S\frac{df_{\rm s}}{dV},\qquad
g_0=g_{\rm m}\left(\eta-S\frac{df_{\rm s}}{dV}\right). \tag{31}$$

The drain lowers the threshold directly, and the traps undo part of that change after a time $\tau$.

The current law used below, per gate width, is

$$I=C_{\rm g}v_{\rm s}\,\frac{U^2}{U+U_{\rm s}}\,\left[1-\alpha(T-T_{\rm b})\right], \tag{32}$$

with carrier velocity $v_{\rm s}$, smoothing voltage $U_{\rm s}$, fractional current loss $\alpha$ per kelvin and baseplate temperature $T_{\rm b}$.

A single trap population gives an out-of-phase peak of half the conductance dispersion at $\omega=1/\tau$, and a model of capture, emission and current now expresses both the lifetime and the dispersion. It remains to put numbers to them for an example device, and to see how a spread of lifetimes, access resistances, self-heating and strong fields change the result.
